# Transfer length of a contact with finite metal sheet resistance, part 2

A metal sheet lies on a semiconductor sheet over $0<x<L$, with width $W$, and exchanges current with it through a resistive interface. We seek the transfer length and the contact resistance. The sheet resistances are $R_s$ (semiconductor under the metal) and $R_m$ (metal), with $S=R_s+R_m$. The contact resistivity $\rho$ is a resistance times an area. Any consistent units may be used.

The state is steady and uniform across the width, the sheets are uniform and ohmic, and the interface is linear and local. The interface voltage $u(x)$ is the semiconductor voltage minus the metal voltage, each an electrochemical potential divided by carrier charge. With current entering or leaving the metal only at its ends,

$$
\frac{d^2u}{dx^2}=\frac{R_s+R_m}{\rho}\,u=\frac{u}{\lambda^2},\tag{6}
$$

$$
\lambda=\sqrt{\frac{\rho}{R_s+R_m}} .\tag{1}
$$

If a current $g(x)$ per unit length also leaves through the top of the metal,

$$
\frac{d^2u}{dx^2}=\frac{u}{\lambda^2}-\frac{R_m\,g}{W}.\tag{7}
$$

A thick, highly conducting cap that holds the metal at one voltage gives $g=Wu/\rho$, and the transfer length becomes $\sqrt{\rho/R_s}$.

The channel feeds a current $I$ into the semiconductor at $x=0$, and $I_s(x)$ is the current in the semiconductor, positive along $+x$. In far wiring all the current leaves the metal at $x=L$, in near wiring at $x=0$. With $l=L/\lambda$, the contact resistances $R_{\rm far}$ and $R_{\rm near}$ obey

$$
WR_{\rm far}=\frac{R_sR_m}{S}L
+\frac{\lambda\left[(R_s^2+R_m^2)\cosh l+2R_sR_m\right]}{S\sinh l},\tag{22}
$$

$$
WR_{\rm near}=\sqrt{\rho S}\,\coth l .\tag{24}
$$

The identity $(\cosh l-1)/\sinh l=\tanh(l/2)$ turns the first into

$$
WR_{\rm far}=\sqrt{\rho S}\,\coth l
+\frac{R_sR_m}{S}\left[L-2\lambda\tanh\frac l2\right].\tag{25}
$$

Far wiring has a transfer zone at each end of a long contact, and $u$ has one minimum between the ends.

### Short contacts, long contacts and a good metal

For $L\ll\lambda$, use $\coth l\simeq 1/l+l/3$. Since $\sqrt{\rho S}=S\lambda$ and $S\lambda^2=\rho$,

$$
WR_{\rm near}\simeq\frac{\rho}{L}+\frac{SL}{3}.\tag{26}
$$

The first term is the resistance of an interface crossed uniformly. In the bracket of (25), $\tanh y\simeq y-y^3/3$ gives $L-2\lambda(l/2-l^3/24)=L^3/(12\lambda^2)$. The two wirings then differ by

$$
W(R_{\rm far}-R_{\rm near})\simeq\frac{R_sR_mL^3}{12\rho}.\tag{27}
$$

They agree in both terms of (26), so the place of the wire hardly matters in a short contact.

For $L\gg\lambda$, both $\coth l$ and $\tanh(l/2)$ tend to one:

$$
WR_{\rm near}\simeq\sqrt{\rho S},\qquad
WR_{\rm far}\simeq\sqrt{\rho S}+\frac{R_sR_m}{S}(L-2\lambda).\tag{28}
$$

The near resistance saturates. The far resistance grows with $L$ at the rate set by the parallel sheets, because the current has to travel the whole overlap.

For a good metal, let $R_m\to0$ at fixed $L$. The second term of (25) vanishes, and both resistances become

$$
WR_0=\sqrt{\rho R_s}\,\coth\frac{L}{\lambda_0},\qquad
\lambda_0=\sqrt{\frac{\rho}{R_s}}.\tag{29}
$$

The two transfer lengths are related by $\lambda=\lambda_0/\sqrt{1+R_m/R_s}$, so a small $R_m$ shortens the length by the fraction $R_m/(2R_s)$. For the resistance of a long contact wired at the far end, small $R_m/R_s$ is not enough. By (28) one also needs $R_mL\ll\sqrt{\rho R_s}$.

### The best length for far-end wiring

Lengthening a contact gives the current more interface but also a longer path. Hold $R_s$, $R_m$ and $\rho$ fixed and differentiate (25) with respect to $L$. The first term gives $-\sqrt{\rho S}/(\lambda\sinh^2l)=-S/\sinh^2l$. In the bracket, the derivative of $2\lambda\tanh(l/2)$ is $1/\cosh^2(l/2)$, and $1-1/\cosh^2(l/2)=\tanh^2(l/2)$. Hence

$$
\frac{d(WR_{\rm far})}{dL}
=-\frac{S}{\sinh^2l}+\frac{R_sR_m}{S}\tanh^2\frac l2 .\tag{30}
$$

Both terms increase with $l$. Their sum starts at minus infinity and ends at the positive value $R_sR_m/S$, so it vanishes once, and the zero is a minimum of the resistance. Setting (30) to zero and taking the positive square root gives $\sinh l\,\tanh(l/2)=S/\sqrt{R_sR_m}$. The left side equals $\cosh l-1$ by the identity used above. The best length $L_{\rm b}$ therefore obeys

$$
\cosh\frac{L_{\rm b}}{\lambda}=1+\frac{R_s+R_m}{\sqrt{R_sR_m}}.\tag{31}
$$

This design rule holds for a uniform contact whose metal is wired at the far end alone, by a wire of negligible resistance attached right at $x=L$. If instead the resistive sheet continues as a lead to a wire at a fixed distance $D\ge L$, the term $R_m(D-L)$ is added to $WR_{\rm far}$. Its derivative $-R_m$ outweighs the positive term of (30), because $R_s/S<1$, so the total falls steadily with $L$ and the longest overlap is best. With near wiring, (24) falls steadily with $L$ and has no minimum.

### What a transfer-length plot measures

Take two equal contacts joined by a channel of length $d$, and suppose that the channel has the same sheet resistance $R_s$ as the semiconductor under the metal. With a contact resistance $R$ at each end, the total is $WR_{\rm tot}=R_sd+2WR$. A straight line drawn through data at several $d$ reaches zero at $d=-2L_{\rm int}$, where

$$
L_{\rm int}=\frac{WR}{R_s}.\tag{32}
$$

For a perfect metal and a long contact, $L_{\rm int}=\lambda_0$, which is the transfer length. With a resistive metal and long, near-wired contacts, (28) gives instead

$$
L_{\rm int}=\frac{\sqrt{\rho S}}{R_s}=\lambda_0\sqrt{1+\frac{R_m}{R_s}},
\qquad \lambda\,L_{\rm int}=\lambda_0^2 .\tag{33}
$$

Metal resistance shortens the true transfer length and lengthens the apparent one by the same factor. Far wiring raises $L_{\rm int}$ further, by (25).

### A check with Kirchhoff's laws

The formulas were compared with a resistor ladder. Each sheet was cut into 2000 cells, neighbouring cells were joined by the sheet resistors, and facing cells by the interface resistors. Kirchhoff's equations were then solved numerically. Four parameter sets were used: $(R_s,R_m,\rho,L)=(1,0.7,0.3,1.2)$, $(1,2.5,0.5,2)$ and $(1,0.2,0.1,1.5)$ in arbitrary consistent units, and the graphene contact below.

Every solution of (6) satisfies $[u(x+y)+u(x-y)]/[2u(x)]=\cosh(y/\lambda)$, so $\lambda$ can be read from three ladder voltages. This was done with shares $0$, $0.4$ and $1$ of the current leaving the metal at $x=0$. The largest relative deviation from (1) was $2.9\times10^{-7}$. The resistances (22) and (24) agreed with the ladder to a relative $8.8\times10^{-7}$. For far wiring, the profiles agreed to $8.0\times10^{-7}$, absolute for $I_s/I$ and relative for $u$.

### Worked example

A film of a good conductor such as gold, a few tens of nanometres thick, has a sheet resistance of roughly 1 ohm. In a contact about a micrometre long, this is far too small to matter beside a two-dimensional semiconductor. Graphene used as the contacting sheet is a different case. The example takes rough typical values for graphene on monolayer MoS2 at 300 K: carrier density $1\times10^{13}$ cm$^{-2}$ and mobility 50 cm$^2$/Vs in MoS2, $2\times10^{12}$ cm$^{-2}$ and 1500 cm$^2$/Vs in graphene, and $\rho=1\times10^{-5}$ ohm cm$^2$. The contact is 1000 nm long and carries 1 uA per um of width.

A sheet with density $n$ and mobility $\mu$ has resistance $1/(en\mu)$. This gives $R_s=12483$ ohm and $R_m=2081$ ohm per square, with sum $S=14564$ ohm. Equation (1) yields

$$
\lambda=\sqrt{\frac{1\times10^{-5}\ \text{ohm cm}^2}{14564\ \text{ohm}}}
=2.62\times10^{-5}\ \text{cm},
$$

which is 262 nm, or 2620 angstrom. Without the graphene resistance the length would be 283 nm. The contact is $l=3.816$ transfer lengths long.

With far wiring, the interface voltage is 3.30 mV at $x=0$, falls to 0.43 mV at 750 nm and rises to 0.69 mV at 1000 nm. The rise is the second transfer zone. The minimum lies where the semiconductor share equals $R_m/S=0.143$, and the computed share passes this value between 500 nm, where it is 0.247, and 750 nm, where it is 0.130.

For near wiring, $\sqrt{\rho S}=0.3816$ ohm cm, or 3816 ohm um, and the factor $\coth l=1.001$ gives $WR_{\rm near}=3820$ ohm um. For far wiring the added term in (25) has $R_sR_m/S=1784$ ohm and a bracket of $1000-501=499$ nm. It contributes about 890 ohm um, and $WR_{\rm far}=4709$ ohm um. A perfect metal would give 3539 ohm um. Relative to that value, the graphene resistance adds 8% with near wiring and 33% with far wiring, although it shortens the transfer length by 7%.

At $L=100$ nm the two wirings give 10481 and 10483 ohm um, which agrees with the small difference expected from (27). At 3000 nm they give 3816 and 8232 ohm um. For the best length, $\sqrt{R_sR_m}=5097$ ohm, so (31) requires $\cosh l=1+14564/5097=3.857$. This means $l=2.026$ and $L_{\rm b}=531$ nm, and a direct minimization of the ladder resistance gives the same length. The resistance there is 4181 ohm um, 11% below the value at 1000 nm.

The apparent length (32) is 306 nm for near wiring and 377 nm for far wiring, while the true one is 262 nm. If $\rho$ were inferred as $R_sL_{\rm int}^2$, which is correct for a long contact with a perfect metal, the results would be $1.17\times10^{-5}$ and $1.78\times10^{-5}$ ohm cm$^2$. They exceed the value put in by 17% and 78%.

### Effects left out, sized for this contact

Local ohmic transport requires mean free paths much shorter than $\lambda$. With fourfold spin and valley degeneracy, the Fermi wavenumber is $k_F=\sqrt{\pi n}$ and the mean free path is $\hbar k_F\mu/e$. The estimates are 25 nm in graphene, 9% of $\lambda$, and 2 nm in MoS2. The resistance floor set by the finite number of conducting modes, $\pi h/(4e^2k_F)$ times inverse width, is about 81 ohm um for graphene and 36 ohm um for MoS2, at most 2% of $WR_{\rm far}$. The MoS2 values are rough, because its Fermi level lies 11 meV above the band edge for an assumed mass of $0.5\,m_e$. This is less than the thermal energy of 26 meV, so the carriers are not fully degenerate. Moreover, $k_F$ times the mean free path is only about 1 in MoS2, at the edge of the semiclassical picture, so the 2 nm is an order of magnitude. A thermal average over the conducting modes raises the MoS2 floor to about 50 ohm um, which is still small beside $WR_{\rm far}$.

The largest interface voltage, $u(0)$, is 0.13 of the thermal voltage with far wiring and 0.15 with near wiring. If the interface followed a diode law, with current proportional to $e^v-1\simeq v(1+v/2)$ for $v$ in units of the thermal voltage, the linear law would err there by about 7% with far wiring and 8% with near wiring, while $WR_{\rm far}$ would change by only about 1%. In the linear model $u(0)$ reaches the thermal voltage at 7.8 uA/um with far wiring and at 6.8 uA/um with near wiring, and a constant $\rho$ is then no longer justified for such an interface.

For sheets 0.5 nm apart, $u(0)$ corresponds to a field of 0.07 MV/cm. Treated as a purely electrostatic voltage across a vacuum gap, it would shift the graphene density by about 2%. The mean self-heating on 300 nm of silicon dioxide is estimated at $10^{-3}$ K.

The operating temperature matters more. Suppose that the MoS2 mobility falls as $T^{-1.5}$ and that $\rho$ follows thermal activation over a barrier of 0.1 eV, both rough assumptions, with the graphene unchanged. At 350 K, $R_s$ rises to 15730 ohm and $\rho$ falls to $5.75\times10^{-6}$ ohm cm$^2$. The transfer length drops by 31% to 180 nm, but $WR_{\rm far}$ drops by only 7%, to 4384 ohm um. Equation (25) shows the reason: its first term falls from 3820 to about 3200 ohm um, while the second rises from about 890 to about 1180 ohm um. The barrier is an illustrative input. It cannot be the step from the Fermi level to the MoS2 band edge under the contact, since a Fermi level 0.1 eV below the edge would leave only about $2\times10^{11}$ cm$^{-2}$ carriers. The direction of the change depends on this input: with $\rho$ independent of temperature, $\lambda$ would fall only to 237 nm and $WR_{\rm far}$ would rise to about 5200 ohm um.

### Relation to real contacts

The sheet resistances chosen here are of the order found in such structures, but $\rho$ varies by orders of magnitude with doping, cleanliness and gate voltage, and $\lambda$ varies as its square root. The 262 nm is therefore the length for the stated inputs and not a material constant. A real device may also break the assumption that the semiconductor is the same under the contact as in the channel, since the contacting sheet can transfer charge to it or screen a gate. If $R_s$ under the contact were twice the value used, with $\rho$ and $R_m$ fixed, the sum would be 27047 ohm and $\lambda$ would fall to 192 nm, a change of 27%. The intercept length would then have to be formed with the channel's own sheet resistance, and (33) would no longer hold. Finally, a thick metal cap over the whole graphene sheet would remove the sideways path, provided that the contact between cap and graphene has a resistivity $\rho_c$ far below $\rho R_m/R_s$, which is $\rho/6$ here, so that the length $\sqrt{\rho_c/R_m}$ over which the graphene gives up its current is far below $\lambda_0$. By (7), the length would then return to 283 nm. For $\rho_c=0.01\rho$ the longer decay length of the three-layer system is 285 nm, but for $\rho_c=0.1\rho$ it is 310 nm. With a poorer cap contact, part of the current still travels sideways in the graphene, and this value does not apply. The numerical output lists the inputs and results of the example.

## Values computed for the example and the checks

```
largest relative error, decay length: 2.9e-07
largest relative error, resistances: 8.8e-07
largest error, profiles: 8.0e-07
MoS2 density 1.0e+13 cm^-2, mobility 50 cm2/Vs
graphene density 2.0e+12 cm^-2, mobility 1500 cm2/Vs
contact resistivity: 1.0e-05 ohm cm2
contact length: 1000 nm; temperature: 300 K
current per width: 1.0 uA/um
Rs: 12483 ohm/sq; Rm: 2081 ohm/sq; sum: 14564 ohm/sq
transfer length with Rm: 262.0 nm = 2620 angstrom
transfer length without Rm: 283.0 nm
L / transfer length: 3.816
parallel-resistor share Rm/(Rs+Rm): 0.1429
far wiring, x = 0 nm: Is/I = 1.0000, u = 3.298 mV
far wiring, x = 250 nm: Is/I = 0.4651, u = 1.300 mV
far wiring, x = 500 nm: Is/I = 0.2465, u = 0.579 mV
far wiring, x = 750 nm: Is/I = 0.1297, u = 0.426 mV
far wiring, x = 1000 nm: Is/I = 0.0000, u = 0.690 mV
W R, far: 4709 ohm um; intercept length W R/Rs: 377.2 nm
W R, near: 3820 ohm um; intercept length W R/Rs: 306.0 nm
W R, Rm = 0: 3539 ohm um; intercept length W R/Rs: 283.5 nm
L = 100 nm: W R far 10483 ohm um, near 10481 ohm um
L = 300 nm: W R far 4728 ohm um, near 4676 ohm um
L = 3000 nm: W R far 8232 ohm um, near 3816 ohm um
best length, far wiring: formula 530.9 nm, ladder 530.9 nm
W R far at best length: 4181 ohm um
mean free path: MoS2 1.8 nm, graphene 24.7 nm
graphene mean free path / transfer length: 0.094
ballistic floor W R: MoS2 36, graphene 81 ohm um
MoS2 Fermi level above band edge: 10.9 meV (mass 0.5 m_e)
thermal voltage: 25.85 mV; u(0)/thermal voltage: 0.128
current per width at which u(0) = kT/e: 7.8 uA/um
sheet distance: 0.5 nm; interface field from u(0): 0.066 MV/cm
density shift by u(0) / graphene density: 0.0182
mean self-heating on 300 nm oxide (1.4 W/mK): 1.0e-03 K
hot case: 350 K, barrier 0.1 eV, mobility exponent -1.5
hot Rs: 15730 ohm/sq; hot resistivity: 5.75e-06 ohm cm2
hot transfer length: 179.7 nm
hot W R far: 4384 ohm um
```
